\section*{Thinning a Schottky barrier with a donor sheet near the metal}

\section*{Question}

I am trying to understand how donors placed close to a metal--silicon interface make the contact conduct. The conduction-band edge of the silicon lies 0.6 eV above the Fermi level at the metal. All the donors sit in one sheet, 2 nm from the metal, and the edge is supposed to fall linearly and reach the Fermi level at the sheet. The relative permittivity is 11.7 and the tunnelling mass is $0.2\,m_0$.

What sheet density does this need, and what is the WKB factor for an electron at the Fermi level?

For the density I used the field of a charged plane, $eN/2\varepsilon$, and got $3.9\times10^{13}\ \mathrm{cm^{-2}}$. For the tunnelling I used $e^{-2\kappa d}$ with the full barrier height and got about $8\times10^{-4}$. I am told that both are wrong. Where do the errors come from, and how far could I trust the corrected numbers for a real contact?

\section*{Answer}

Your density is too large by a factor of two because the charge on the metal is missing. Your tunnelling factor is too small because it keeps the barrier at full height all the way to the sheet.

\subsection*{The field and the density}

Let the metal fill $x<0$ and the silicon $x>0$, with the sheet at $x=d$. Energies are measured from the Fermi level, $\varphi=0.6$ eV is the barrier as an energy, $e>0$, and $F$ is the magnitude of the field. Assume that all donors in the sheet are ionized, that there is no other net charge in the silicon, and that the field beyond the sheet is zero.

The sheet alone produces a field $eN/2\varepsilon$ on each side. The metal carries the opposite charge, $-eN$ per unit area, whose field has the same magnitude. Between metal and sheet the two fields add; beyond the sheet they cancel. Hence
\begin{equation}
F=\frac{eN}{2\varepsilon}+\frac{eN}{2\varepsilon}=\frac{eN}{\varepsilon}.
\end{equation}
The edge must fall by $\varphi$ over the distance $d$, so $eF=\varphi/d$ and
\begin{equation}
N=\frac{\varepsilon F}{e}=\frac{\varepsilon\varphi}{e^2d}.
\label{eq:N}
\end{equation}

The same result follows from individual donors. Each donor has an image of opposite sign at $-d$. Averaged over the plane, they lower the electron energy at $x$ by
\begin{align}
\Delta(x)&=\frac{e^2N}{4\pi\varepsilon}\int_0^\infty 2\pi r\left[\frac{1}{\sqrt{r^2+(x-d)^2}}-\frac{1}{\sqrt{r^2+(x+d)^2}}\right]dr\nonumber\\
&=\frac{e^2N}{2\varepsilon}\bigl[(x+d)-|x-d|\bigr]
=\frac{e^2N}{\varepsilon}\min(x,d).
\label{eq:ions}
\end{align}
The second line uses $\int r\,dr/\sqrt{r^2+a^2}=\sqrt{r^2+a^2}$; the contributions from large $r$ cancel. The drop is linear up to the sheet and constant behind it.

For your numbers, $F=0.6\ \mathrm{V}/2\ \mathrm{nm}=3.0$ MV/cm, and
\begin{equation}
N=\frac{11.7\times8.854\times10^{-12}\times3.0\times10^{8}}{1.602\times10^{-19}}\ \mathrm{m^{-2}}
=1.94\times10^{13}\ \mathrm{cm^{-2}}.
\end{equation}

\subsection*{The tunnelling factor}

The conduction edge is now $V(x)=\varphi(1-x/d)$. An electron at the Fermi level has the local decay constant
\begin{equation}
\kappa(x)=\frac{\sqrt{2mV(x)}}{\hbar}=\kappa\sqrt{1-\frac{x}{d}},\qquad
\kappa=\frac{\sqrt{2m\varphi}}{\hbar}.
\end{equation}
The WKB factor is $P=\exp[-2\int_0^d\kappa(x)\,dx]$. With $s=1-x/d$ and $dx=-d\,ds$,
\begin{equation}
2\int_0^d\kappa(x)\,dx=2\kappa d\int_0^1 s^{1/2}\,ds=\frac{4}{3}\kappa d,
\qquad P=e^{-4\kappa d/3}.
\label{eq:P}
\end{equation}
Using $\hbar^2/2m_0=0.0381\ \mathrm{eV\,nm^2}$,
\begin{align}
\kappa&=\sqrt{0.2\times0.6/0.0381}\ \mathrm{nm^{-1}}=1.775\ \mathrm{nm^{-1}},\\
\tfrac43\kappa d&=\tfrac43\times1.775\times2=4.73,\qquad P=0.0088.
\end{align}

Your rectangular formula is the opposite limit of a more general case. Suppose the sheet is too weak and leaves the edge at $\delta\varphi$ when it reaches $d$, with $0\le\delta<1$. Then $V=\varphi[1-(1-\delta)x/d]$. Taking the bracket as the integration variable gives the exponent accumulated up to the sheet:
\begin{equation}
2\kappa d\int_\delta^1\frac{s^{1/2}\,ds}{1-\delta}
=\frac43\kappa d\,\frac{1-\delta^{3/2}}{1-\delta}.
\end{equation}
For $\delta=0$ this is $\frac43\kappa d$. For $\delta\to1$, no donors, the last fraction tends to $3/2$ and your $2\kappa d$ returns. For any $\delta>0$ the electron at the Fermi level still faces a barrier behind the sheet, so this exponent is then only part of the total.

\subsection*{Moving the sheet}

Keep $\varphi$, $m$ and $\varepsilon$ fixed, and adjust $N$ so that the edge still reaches the Fermi level at the sheet. Equations \eqref{eq:N} and \eqref{eq:P} then give $N\propto1/d$ and $\ln P\propto-d$. At 1 nm the density is $3.9\times10^{13}\ \mathrm{cm^{-2}}$ and the factor 0.094. At 3 nm they are $1.3\times10^{13}\ \mathrm{cm^{-2}}$ and $8\times10^{-4}$. Halving the distance from 2 nm doubles the donor density but raises $P$ by a factor of about eleven.

\subsection*{What the factor does and does not mean}

$P$ contains the exponential attenuation but not the matching of the waves at the two ends. The difference matters here, because an electron exactly at the Fermi level would emerge with zero velocity. The transmitted flux is proportional to the exit wave number $k=\sqrt{2mE}/\hbar$, while the amplitude at the exit stays finite for a given incident wave as $k\to0$. The full transmission $T$ therefore vanishes as $\sqrt E$, although $P$ does not. A numerical solution of the wave equation bears this out: raising $E$ from $10^{-6}$ to $4\times10^{-6}$ eV multiplies $T$ by 2.00.

For $E$ between zero and $\varphi$, the electron leaves the barrier at $x_E=d(1-E/\varphi)$. The substitution $x=x_Es$ gives $V-E=(\varphi-E)(1-s)$, so
\begin{equation}
2\int_0^{x_E}\frac{\sqrt{2m(V-E)}}{\hbar}\,dx
=\frac43\frac{\sqrt{2m(\varphi-E)}}{\hbar}x_E
=\frac43\kappa d\left(1-\frac E\varphi\right)^{3/2}.
\label{eq:E}
\end{equation}
At $E=k_BT=25.9$ meV (300 K) the WKB factor is 0.012. The full transmission, with $\psi$ and $\psi'/m$ continuous at the metal, is 0.028, larger by a factor of 2.3.

This value hardly depends on whether the normal kinetic energy in the metal, at the Fermi level, is 1 or 5 eV. The reason is as follows. At the interface the solution inside the barrier is, up to a constant phase and a very small correction, a real decaying function, with $\psi'/m=-g\psi$. Here $m$ is in units of $m_0$. A barrier of constant height $\varphi$ would give $g=\kappa/0.2=5\kappa$ at the Fermi level. This barrier falls away from the metal and the electron lies $k_BT$ higher, so the wave decays more slowly at the interface and $g\approx4.3\kappa$. Matching to a metal wave of wave number $q$ and mass $m_0$ gives an incident amplitude $A$ with $|A|^2=\psi^2(1+g^2/q^2)/4$. At fixed outgoing flux,
\begin{equation}
T\propto\frac{1}{q|A|^2}\propto\frac{q}{q^2+g^2},
\end{equation}
which has a broad maximum at $q=g$. The two metal energies correspond to $q\approx2.9\kappa$ and $6.5\kappa$, one on each side of it.

The exponent itself can be tested where it dominates. At fixed $\varphi$ and $E=0.1$ eV, with a metal energy of 5 eV, the computed $-\ln T$ grows between $d=12$ and 36 nm at an average rate of $1.798\ \mathrm{nm^{-1}}$; equation \eqref{eq:E} gives $1.800\ \mathrm{nm^{-1}}$.

\subsection*{Corrections to the barrier}

\paragraph{Image force.} An electron near the metal is attracted by its own image, which changes the barrier to
\begin{equation}
V(x)=\varphi-eFx-\frac{e^2}{16\pi\varepsilon x}.
\end{equation}
Setting $V'=0$ gives $x_m=\sqrt{e/(16\pi\varepsilon F)}=0.32$ nm. The last two terms are then equal, and together they lower the maximum by $2eFx_m=0.19$ eV. The WKB factor rises to 0.017. At 0.32 nm a static macroscopic permittivity is doubtful, so this is an estimate.

\paragraph{The valence band.} Halfway down the gap, a state is influenced by both bands. The two-band (Franz) form replaces $V$ in $\kappa(x)^2$ by $V(1-V/E_g)$. For a direct gap of $E_g=1.12$ eV and no image force, $P$ would become 0.021, and both corrections together would give 0.030, or 3.4 times the simple result. This is less than the product of the two separate enhancements: the image force lowers $V$, and for smaller $V$ the two-band correction is weaker. Silicon's gap is indirect, however, and the wave vector parallel to a smooth interface is conserved. At the parallel wave vector of the light valleys described below, the valence band lies about 4 eV under the conduction minimum. With $E_g=4$ eV the same form gives 0.011 alone and 0.020 with the image force. The complex band structure of an empirical pseudopotential agrees, raising $P$ by a factor of about 1.2 alone and 2.2 with the image force. For these valleys the values obtained with 1.12 eV overstate the effect.

\paragraph{Mass.} On a (100) surface, four silicon valleys have a mass near $0.19\,m_0$ along the normal, and two have about $0.92\,m_0$. Since $\ln P\propto-\sqrt m$, the simple barrier gives 0.0099 and $4\times10^{-5}$ respectively. Your mass describes the light valleys. They lie at large wave vector parallel to the surface, so at a perfectly smooth interface the metal must offer states with that same parallel wave vector.

\paragraph{Temperature.} At small bias the weight of a state of total energy $E+E_t$ is $-f'(E+E_t)$, where $E_t\ge0$ is the transverse energy and $f$ the Fermi function. Summing over transverse states, with $P$ depending on $E$ alone, leaves
\begin{equation}
\int_0^\infty[-f'(E+E_t)]\,dE_t=f(E).
\end{equation}
The average of the simple WKB factor with weight $f(E)$, from $E=0$ (no silicon states exist lower behind the sheet) to $\varphi$, is 0.013 at 300 K.

\subsection*{Corrections to the density}

The condition of zero field behind the sheet, with the edge at the Fermi level, places a demand on the bulk. A neutral bulk in that state needs $2.2\times10^{19}$ donors per $\mathrm{cm^3}$ at 300 K. Such donors also occupy the first 2 nm. By equation \eqref{eq:ions}, a charge at $x$ contributes to the total drop in proportion to $x$. If the bulk donors in this layer are uncompensated by electrons, and the bulk is taken as neutral everywhere behind the sheet, the condition is
\begin{equation}
Nd+N_b\int_0^dx\,dx=\frac{\varepsilon\varphi}{e^2}
\quad\Longrightarrow\quad
N=\frac{\varepsilon\varphi}{e^2d}-\frac{N_bd}{2},
\end{equation}
where $N_b$ is the bulk density. This gives $1.7\times10^{13}\ \mathrm{cm^{-2}}$, 11\% below the ideal value.

With a lightly doped bulk the edge rises again behind the sheet, and electrons collect there. Let $u(x)$ be the edge energy in that region and neglect the bulk donors. Poisson's equation is $u''=-(e^2/\varepsilon)n(u)$. Multiplying by $u'$ and integrating from the sheet, where $u=0$, to the distant region, where $u'\to0$, gives
\begin{equation}
\frac{u'(d)^2}{2}=\frac{e^2}{\varepsilon}\int_0^\infty n(u)\,du.
\end{equation}
With Fermi--Dirac statistics and a density-of-states mass of $1.08\,m_0$, the field behind the sheet is 0.44 MV/cm. Some field lines now end on these electrons, so the sheet needs a further $\varepsilon u'(d)/e^2=2.9\times10^{12}\ \mathrm{cm^{-2}}$, or 15\%. This is a classical estimate that leaves out quantum confinement of the electrons; an effective-mass Schr\"odinger--Poisson solution lowers it to about 10\%, and deepens the reduction for the heavily doped bulk from 11\% to about 15\%. The distant edge now lies above the Fermi level, so only electrons with energies above that edge can carry current on into the bulk. The thermal average given earlier assumed a flat edge behind the sheet and does not describe this case.

\subsection*{Donors are not a smooth sheet}

The length $N^{-1/2}=2.3$ nm, which sets the scale of the donor spacing, is comparable to the distance to the metal. For independent random positions, the variance of the potential energy is $N$ times the area integral of the squared energy of one donor with its image. With $a=d-x$ and $b=d+x$, that integral is
\begin{align}
&2\pi\int_0^\infty r\left[\frac1{\sqrt{r^2+a^2}}-\frac1{\sqrt{r^2+b^2}}\right]^2dr\nonumber\\
&\quad=2\pi\left[\tfrac12\ln\{(r^2+a^2)(r^2+b^2)\}
-2\ln\!\left(\sqrt{r^2+a^2}+\sqrt{r^2+b^2}\right)\right]_0^\infty\nonumber\\
&\quad=2\pi\ln\frac{(a+b)^2}{4ab},
\end{align}
times $(e^2/4\pi\varepsilon)^2$. Halfway to the sheet $b=3a$, so the logarithm is $\ln(4/3)$. Substituting $e^2/\varepsilon=\varphi/(Nd)$ gives
\begin{equation}
\sigma=\varphi\sqrt{\frac{\ln(4/3)}{8\pi Nd^2}}=0.073\ \mathrm{eV},
\end{equation}
compared with a mean barrier of 0.30 eV at that point. Transmission will vary across the contact; I have not converted this spread into a correction to $P$.

\subsection*{How this compares with a real contact}

The parameters are in the range of nickel silicide on n-type silicon with donors segregated at the interface, where the barrier without segregation is roughly 0.6 to 0.7 eV. A real donor layer has a finite width, and some of its atoms may be electrically inactive; $N$ counts the ionized ones. Spread over 1 nm, your sheet would correspond to $1.9\times10^{20}\ \mathrm{cm^{-3}}$, a very heavy doping. The field is ten times a rough bulk breakdown field of 0.3 MV/cm. At zero bias, however, the total drop is 0.54 of the gap, too little for an electron to create an electron--hole pair or for the conduction and valence bands to overlap in energy.

For this geometry and a fixed barrier of 0.6 eV, the classical estimates above put the effect of the bulk doping on the required density at 10 to 15\%, downward for a heavily doped bulk and upward for a lightly doped one; they leave out quantum confinement of the electrons. The tunnelling factor is much less certain: the image force, with a small addition from the valence band, raises it from 0.009 to about 0.02, and the choice of valley can lower it by orders of magnitude. I would use $1.9\times10^{13}\ \mathrm{cm^{-2}}$ as a design estimate under these conditions, but would not turn 0.009 directly into a contact resistance.

\section*{Table of computed values}
\begin{verbatim}
Barrier: 0.60 eV; sheet distance: 2.0 nm
Tunnelling mass: 0.20 m0; permittivity: 11.7
Field: 3.00 MV/cm
Sheet density: 1.940e+13 cm^-2
Decay constant at the metal: 1.7747 nm^-1
WKB exponent: 4.7326
WKB factor at Fermi level: 0.00880
At 1 nm: density 3.879e+13 cm^-2, factor 0.09383
At 3 nm: density 1.293e+13 cm^-2, factor 0.00083
Thermal energy at 300 K: 25.85 meV
WKB factor at E = kT: 0.01191
Full transmission at kT, metal energy 5 eV: 0.02771
Full transmission at kT, metal energy 1 eV: 0.02776
Thick-barrier slope at 0.1 eV, full: 1.7976 nm^-1
Thick-barrier slope at 0.1 eV, WKB: 1.8001 nm^-1
T ratio for fourfold small exit energy: 1.9999
Image-force lowering: 0.192 eV
Position of rounded maximum: 0.320 nm
WKB factor with image force: 0.0174
Silicon gap used: 1.12 eV
WKB factor with two-band decay: 0.0207
WKB factor with both: 0.0303
WKB factor, mass 0.19: 0.00992
WKB factor, mass 0.92: 3.91e-05
Thermally weighted WKB factor: 0.01334
Density-of-states mass used: 1.08 m0
Effective density of states: 2.82e+19 cm^-3
Bulk density for edge at Fermi level: 2.16e+19 cm^-3
Sheet density with those bulk donors: 1.72e+13 cm^-2
Far-side field, light bulk: 0.442 MV/cm
Extra sheet density, light bulk: 2.86e+12 cm^-2
Mean donor spacing: 2.27 nm
Random-donor rms potential energy midway: 0.073 eV
Field / rough bulk breakdown field: 10.0
Barrier drop / gap: 0.536
\end{verbatim}
